# Hole Pseudospin Currents and the Doping-Driven Spiral in an Antiferromagnet

## A special case: every hole on the favourable side

Consider a square-lattice antiferromagnet whose spins lie in a plane. Going one site along $x$ turns the spin by $\pi+q$; going one site along $y$ turns it by $\pi$. For $q=0$ this is the Néel state.

Remove one electron. The hole moves when a neighbouring electron hops into the empty site, carrying its spin with it. If the spins are frozen, the arriving spin must match the one the pattern prescribes there, so the amplitude $t$ is multiplied by the overlap of two spin-½ states whose directions differ by $\pi+q$. Its size is $|\cos[(\pi+q)/2]|=\sin(q/2)$ for small positive $q$. The Néel state blocks the hop, and a twist reopens it.

A hole spread along $x$ with the best phase gains this amplitude from two neighbours, so its energy falls by $2t\sin(q/2)\simeq tq$. The twist costs $\tfrac12\rho_s q^2$ per site, where $\rho_s$ is the spin stiffness. If all holes, $x$ per site, have the best phase, then

$$E(q)=\tfrac12\rho_s q^2-t\,x\,q ,\qquad \frac{dE}{dq}=0\;\Rightarrow\; q=\frac{t\,x}{\rho_s}.$$

The pitch is proportional to doping because the gain is linear in $q$ and the cost quadratic. What is missing is the price of crowding all holes into the favourable states. That price produces a threshold.

## Model and conventions

The lattice spacing and $\hbar$ are 1. Electrons hop with $-t_{ij}c^\dagger_{i\sigma}c_{j\sigma}$, double occupancy is forbidden, and neighbouring spins have exchange $J\,\mathbf S_i\cdot\mathbf S_j$. The hopping is $t$ between neighbours, $t'$ along diagonals and $t''$ over two sites along an axis. The last two keep a hole on its sublattice.

Each occupied site $j$ carries a fixed normalized spinor $\chi_j$. Removing its electron creates a hole, $c_{j\sigma}=\chi_{j\sigma}f_j^\dagger$. For $i\ne j$, summing over $\sigma$,

$$-t_{ij}c^\dagger_{i\sigma}c_{j\sigma}=-t_{ij}\,\chi_i^\dagger\chi_j\,f_if_j^\dagger=+t_{ij}\,\chi_i^\dagger\chi_j\,f_j^\dagger f_i .$$

The sign changes because the fermion operators are exchanged. A hole therefore goes from $i$ to $j$ with amplitude $+t_{ij}\chi_i^\dagger\chi_j$.

For frozen spins of length ½, a spiral with twists $q_x,q_y$ has exchange energy per site

$$\frac J4\sum_a\cos(\pi+q_a)=-\frac J4\sum_a\cos q_a\simeq-\frac J2+\frac J8\sum_a q_a^2 ,$$

so $\rho_s=J/4$. This energy is counted on the full lattice: bonds lost to holes and direct hole-hole interactions are left out. Doping is small and the temperature is zero.

## First derivation: filling the band of a spiral

**The band.** Let $\mathbf Q=(\pi+q_x,\pi+q_y)$ and $\chi_{\mathbf r}=(1,e^{i\mathbf Q\cdot\mathbf r})/\sqrt2$, a spin in the plane at angle $\mathbf Q\cdot\mathbf r$. The overlap across a displacement $\boldsymbol\delta$ is

$$\chi^\dagger_{\mathbf r}\chi_{\mathbf r+\boldsymbol\delta}=\tfrac12\left(1+e^{i\mathbf Q\cdot\boldsymbol\delta}\right)=e^{i\mathbf Q\cdot\boldsymbol\delta/2}\cos(\mathbf Q\cdot\boldsymbol\delta/2).$$

It does not depend on $\mathbf r$, so plane waves are eigenstates. A hop by $\boldsymbol\delta$ brings the Bloch factor $e^{-i\mathbf k\cdot\boldsymbol\delta}$. Adding the hops by $\boldsymbol\delta$ and $-\boldsymbol\delta$, and writing $\boldsymbol\kappa=\mathbf k-\mathbf Q/2$, gives

$$\varepsilon(\boldsymbol\kappa)=2\sum_{\boldsymbol\delta}t_\delta\cos(\mathbf Q\cdot\boldsymbol\delta/2)\cos(\boldsymbol\kappa\cdot\boldsymbol\delta),$$

with one $\boldsymbol\delta$ from each opposite pair. To first order in $q$ the factors $\cos(\mathbf Q\cdot\boldsymbol\delta/2)$ are:

- $-\sin(q_a/2)\simeq-q_a/2$ for neighbours;
- $-1$ for $\boldsymbol\delta=(1,1)$ and $+1$ for $(1,-1)$;
- $-\cos q_a\simeq-1$ for two sites along an axis.

The diagonal terms combine to $2t'[\cos(\kappa_x-\kappa_y)-\cos(\kappa_x+\kappa_y)]=4t'\sin\kappa_x\sin\kappa_y$. With $\cos2\kappa=1-2\sin^2\kappa$,

$$\varepsilon=-4t''+4t''(\sin^2\kappa_x+\sin^2\kappa_y)+4t'\sin\kappa_x\sin\kappa_y-t\sum_aq_a\cos\kappa_a .$$

**The pockets.** At $q=0$ the terms after $-4t''$ form a quadratic form in $\sin\kappa_x,\sin\kappa_y$. It is positive definite when $t''>0$ and $|t'|<2t''$, which is assumed. The minima are then at $\kappa_a=0$ or $\pi$. Since $k_a=\kappa_a+\pi/2$ at $q=0$, they lie at $\mathbf k=(\pm\pi/2,\pm\pi/2)$, and $\cos\kappa_a=\sin k_a$.

Label a pocket by $\mathbf s=(s_x,s_y)$, where $s_a=\cos\kappa_a=\pm1$ at its centre, and let $\mathbf p$ be the distance from the centre. With $p_\pm=(p_x\pm p_y)/\sqrt2$ we have $p_xp_y=(p_+^2-p_-^2)/2$, so

$$\varepsilon\simeq-4t''+(4t''+2t's_xs_y)p_+^2+(4t''-2t's_xs_y)p_-^2-g\,\mathbf q\cdot\mathbf s,\qquad g=t .$$

Comparison with $p^2/2m$ gives inverse masses $8t''\pm4t'$. Let $m^*$ be the geometric mean of the two masses. An ellipse of energy $\epsilon$ has area $2\pi m^*\epsilon$. Dividing by $(2\pi)^2$ gives $m^*\epsilon/2\pi$ states per site, so each pocket has the constant density of states $N_0=m^*/2\pi$. Filling it with $n$ holes takes a Fermi energy $n/N_0$ and a total kinetic energy $\int_0^n(n'/N_0)\,dn'=n^2/2N_0$.

**Minimization.** Measured from the Néel exchange energy and from $-4t''x$, the energy per site is

$$E=\sum_{\mathbf s}\left[\frac{n_{\mathbf s}^2}{2N_0}-g\,n_{\mathbf s}\,\mathbf q\cdot\mathbf s\right]+\frac{\rho_s}{2}\mathbf q^2 .$$

At fixed populations, $\mathbf q=(g/\rho_s)\mathbf D$ with $\mathbf D=\sum_{\mathbf s}n_{\mathbf s}\mathbf s$, and the terms containing $\mathbf q$ sum to $-g^2\mathbf D^2/2\rho_s$.

Opposite pockets form a valley: $\pm(1,1)$ is valley 1 and $\pm(1,-1)$ is valley 2. Write their populations as $(n_v\pm P_v)/2$. Then

$$\mathbf D=(P_1+P_2,\;P_1-P_2),\qquad \mathbf D^2=2(P_1^2+P_2^2),\qquad \sum_{\mathbf s}n_{\mathbf s}^2=\tfrac12\sum_v(n_v^2+P_v^2).$$

Substitution gives

$$E=\frac1{4N_0}\sum_v\left[n_v^2+(1-\lambda)P_v^2\right],\qquad \lambda=\frac{4N_0g^2}{\rho_s}=\frac{2m^*g^2}{\pi\rho_s},\qquad |P_v|\le n_v .$$

Three regimes follow.

- **$\lambda<1$.** Polarization costs energy, so $P_v=0$ and $\mathbf q=0$. Equal valleys, $n_v=x/2$, give $E=x^2/8N_0$. The Néel state survives.
- **$1<\lambda<2$.** Polarization lowers the energy and runs to its limit $|P_v|=n_v$. What remains is $(2-\lambda)\sum_vn_v^2/4N_0$, which is smallest for equal valleys. With $P_1=P_2=x/2$,

$$\mathbf q=\left(\frac{g\,x}{\rho_s},\,0\right),\qquad E=\frac{(2-\lambda)x^2}{8N_0}.$$

 Choosing $P_2=-P_1$ turns the spiral to the $y$ axis.
- **$\lambda>2$.** The coefficient of $\sum_vn_v^2$ is negative, so one valley takes all holes. Then $q_x=q_y=gx/\rho_s$ and $E=(2-\lambda)x^2/4N_0$. This is concave in $x$: a mixture of regions with more and fewer holes has lower energy, and the uniform spiral is unstable to phase separation.

The threshold $\lambda=1$, or $g_c=\sqrt{\rho_s/4N_0}$, does not contain $x$ at this order, because the kinetic cost and the twist gain both scale as $x^2$. It can also be read as a self-consistency condition. In the $(1,0)$ spiral the twist separates the lowered and raised pockets by $2gq=2g^2x/\rho_s$, while the Fermi energy of the two filled pockets is $x/2N_0$. The ratio is $\lambda$, so the upper pockets stay empty when $\lambda>1$.

## Second derivation: a current coupled to any slow twist

The spiral was assumed above. Now let the staggered direction $\mathbf n(\mathbf r)$ be any smooth unit vector field. Let $u$ be a spinor along $\mathbf n$ and $d=i\sigma_yu^*$ the one along $-\mathbf n$. Sites of sublattice A carry $\chi=u$, those of B carry $\chi=d$.

**Pseudospin.** Removing a spin along $\mathbf n$ leaves an excess spin along $-\mathbf n$, and vice versa. Describe the hole by a slowly varying two-component amplitude $\psi$ in fixed axes. The actual hole amplitude is its component along the spin left behind:

$$f_{\mathbf r}=e^{i\mathbf k\cdot\mathbf r}\times\begin{cases}d^\dagger\psi & \text{on A}\\ u^\dagger\psi & \text{on B.}\end{cases}$$

**One bond.** Let $\mathbf r$ be on A and its neighbour in direction $a$ on B, with primes for quantities there. The bond energy is

$$2t\,\mathrm{Re}\left[f'^*\,(u^\dagger d')\,f\right]=2t\,\mathrm{Re}\left[e^{-ik_a}\,\psi'^\dagger u'\,(u^\dagger d')\,d^\dagger\psi\right].$$

Because $i\sigma_y$ is antisymmetric, $u^\dagger d'=u^\dagger i\sigma_yu'^*=-u'^\dagger i\sigma_yu^*=-u'^\dagger d$. The spinors now pair into projectors, $u'u'^\dagger=(1+\boldsymbol\sigma\cdot\mathbf n')/2$ and $dd^\dagger=(1-\boldsymbol\sigma\cdot\mathbf n)/2$. Their product is

$$\tfrac14\left[1-\mathbf n\cdot\mathbf n'+\boldsymbol\sigma\cdot(\mathbf n'-\mathbf n)+i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')\right],$$

where $(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n)=\mathbf n'\cdot\mathbf n+i\boldsymbol\sigma\cdot(\mathbf n'\times\mathbf n)$ was used. The product vanishes for $\mathbf n'=\mathbf n$, so it is already of first order in the twist. The difference between $\psi'$ and $\psi$ enters at second order and is dropped. For normalized $\psi$ and $\mathbf S=\psi^\dagger\boldsymbol\sigma\psi$, the bond energy becomes

$$-\frac t2\left\{\cos k_a\left[1-\mathbf n\cdot\mathbf n'+\mathbf S\cdot(\mathbf n'-\mathbf n)\right]+\sin k_a\,\mathbf S\cdot(\mathbf n\times\mathbf n')\right\}.$$

A bond starting on B gives the same expression with the sign of $\mathbf S\cdot(\mathbf n'-\mathbf n)$ reversed, so that term cancels between sublattices in a smooth texture.

**Sum over bonds.** The hole weight is $(1-\mathbf S\cdot\mathbf n)/2$ on A and $(1+\mathbf S\cdot\mathbf n)/2$ on B, which averages to ½ per site. Dividing by this norm removes the factor ½ in front. With $\mathbf n'\simeq\mathbf n+\partial_a\mathbf n$, the first-order term is the Shraiman–Siggia coupling

$$H_{SS}=-g\sum_{a,\mathbf k}\sin k_a\;\psi_{\mathbf k}^\dagger\boldsymbol\sigma\psi_{\mathbf k}\cdot(\mathbf n\times\partial_a\mathbf n),\qquad g=t .$$

In real space, $\sin k_a\,\psi^\dagger\boldsymbol\sigma\psi$ is $(\psi^\dagger_{\mathbf r}\boldsymbol\sigma\psi_{\mathbf r+a}-\text{h.c.})/2i$, which has the form of a pseudospin current on the bond. The vector $\boldsymbol\Omega_a=\mathbf n\times\partial_a\mathbf n$ is the rate at which the background rotates along $a$. The next term, $-t\sum_a\cos k_a(1-\mathbf n\cdot\mathbf n')$, is of second order in the twist and vanishes at the pocket centres.

The numerical output shows both facts for a noncoplanar texture. At a pocket momentum the direct sum and the coupling agree to rounding error, for four reasons: the bond formula is an identity for uniform $\psi$, there $\cos k_a=0$, the hole weight in this smooth texture averages to ½ per site within rounding, and the program takes $\partial_a\mathbf n$ as a central lattice difference, for which $\mathbf n\times\partial_a\mathbf n$ has the same lattice sum as $\mathbf n\times\mathbf n'$. At a generic momentum they differ by 7.8% of the coupling energy, falling to 3.9% when the twist is halved, as expected for a second-order term beside a first-order one.

**Energy of a texture.** Shifting $\mathbf k$ by $(\pi,\pi)$ reverses the relative sign of the A and B amplitudes. This relabels the same states, so the four pockets are two valleys with two pseudospin states each. Take valley centres $(\pi/2,\pi/2)$ and $(\pi/2,-\pi/2)$, densities $n_v$ and polarization vectors $\mathbf P_v$. The populations along and against $\mathbf P_v$ are $(n_v\pm|\mathbf P_v|)/2$. Since $|\partial_a\mathbf n|=|\boldsymbol\Omega_a|$, the local energy is

$$E=\sum_v\frac{n_v^2+\mathbf P_v^2}{4N_0}-g\sum_a\boldsymbol\Omega_a\cdot\mathbf D_a+\frac{\rho_s}2\sum_a\boldsymbol\Omega_a^2,\qquad \mathbf D_{x,y}=\mathbf P_1\pm\mathbf P_2 .$$

Completing the square in $\boldsymbol\Omega_a$,

$$-g\,\boldsymbol\Omega_a\cdot\mathbf D_a+\frac{\rho_s}2\boldsymbol\Omega_a^2=\frac{\rho_s}2\left(\boldsymbol\Omega_a-\frac g{\rho_s}\mathbf D_a\right)^2-\frac{g^2}{2\rho_s}\mathbf D_a^2 ,$$

and $\mathbf D_x^2+\mathbf D_y^2=2(\mathbf P_1^2+\mathbf P_2^2)$. Hence

$$E\ge\frac1{4N_0}\sum_v\left[n_v^2+(1-\lambda)\mathbf P_v^2\right].$$

This is the energy of the first derivation, now as a lower bound for any texture. For $1<\lambda<2$ its minimum over uniform densities is reached when $\mathbf P_1=\mathbf P_2=(x/2)\hat{\mathbf e}$, $\boldsymbol\Omega_y=0$ and $\boldsymbol\Omega_x=(gx/\rho_s)\hat{\mathbf e}$. That is a planar spiral about $\hat{\mathbf e}$ with pitch $gx/\rho_s$.

The bound has the same value for perpendicular $\mathbf P_1$ and $\mathbf P_2$, but uniform vectors of that kind cannot reach it. Both $\boldsymbol\Omega_a$ would be fixed, nonparallel and perpendicular to $\mathbf n$. That would fix $\mathbf n$ and leave no twist. Polarizations that rotate in space are another matter. Any texture with $\boldsymbol\Omega_x\perp\boldsymbol\Omega_y$ and $\boldsymbol\Omega_x^2+\boldsymbol\Omega_y^2=(gx/\rho_s)^2$ gives $|\mathbf P_v|=x/2$ and reaches the bound. One example is a cone, with $\mathbf n$ at a fixed angle $\theta$ from an axis and turning about it by $gx/(\rho_s\sin\theta)$ per site. The local energy therefore fixes the size of the twist but does not single out the planar spiral. That choice is made at order $x^3$, by gradient terms this energy leaves out.

## A worked case and its corrections

Take round model parameters $J=1$, $t=1.1$, $t'=0.1$, $t''=0.25$. The inverse masses are $2.4$ and $1.6$, so $m^*=1/\sqrt{2.4\times1.6}=0.510$ and $N_0=0.0812$. Then

$$\lambda=\frac{4\times0.0812\times1.1^2}{0.25}=1.57 ,$$

which lies in the $(1,0)$ regime; in units of $J$, that regime extends from $g=0.877$ to $1.241$ as $x\to0$. At $x=0.02$ the full band moves the Néel instability to about $g=0.89$ and the crossing to the $(1,1)$ spiral to about $1.29$. At $x=0.02$ the pitch is $q=1.1\times0.02/0.25=0.088$ rad per site, a period of 71 sites.

Minimizing the full frozen-spin energy, with the whole band instead of its pocket expansion, gives $0.0835$ rad and 75 sites. The ratio to the formula is 0.949, and the next order in $x$ explains it. The two-site hopping term $-2t''\cos q$ per hole adds $2t''x$ to the stiffness, a fraction $2t''x/\rho_s=2x$. Filled states away from the pocket centre gain less twist energy, by the factor $1-\langle p_x^2\rangle/2$. In each pocket the mean kinetic energy along either principal axis is a quarter of the Fermi energy $x/2N_0$, so

$$\langle p_x^2\rangle=\frac{m_++m_-}4\,\frac x{2N_0}\simeq1.6\,x ,$$

with $m_\pm=1/2.4$ and $1/1.6$. Together the ratio is about $1-2.8x$: 0.989 at $x=0.004$, as found, and 0.944 at $x=0.02$. Extrapolated to $x=0$, the computed ratio is 1.000.

The same minimization finds no appreciable twist at $\lambda=0.8$ and a $(1,0)$ spiral at $\lambda=1.4$. At $\lambda=2.6$ it finds a $(1,1)$ spiral whose $x^2$ energy coefficient is negative: $-1.84J$ when extrapolated from $x=0.004$ and $0.008$, with the limit $(2-\lambda)/4N_0=-1.85J$ as $x\to0$.

The spiral could also cant out of its plane, with all spins tilting the same way. If $c$ is the spin component along the axis, relative to full length, the exchange cost is $Jc^2$. The overlap across $\boldsymbol\delta$ becomes $e^{i\theta/2}[\cos(\theta/2)-ic\sin(\theta/2)]$ with $\theta=\mathbf Q\cdot\boldsymbol\delta$. For neighbours at small $q$ the new term adds $-2tc(\sin\kappa_x+\sin\kappa_y)$ to the band. Near a pocket centre this is linear in $\mathbf p$, of size $2\sqrt2\,tc$ times the momentum along the axis with inverse mass $8t''+4t'$. Completing the square gives a gain of $4t^2c^2/(8t''+4t')=2.0\,c^2$ per hole. At $x=0.02$ the net cost is $(1-0.04)c^2$, or $0.0024J$ per site for $c=0.05$, as computed. This uniform canting is therefore not favoured here. The staggered tilt, in which $\mathbf n$ itself leans toward the axis and forms the cone of the second derivation, is far softer. With $c=\cos\theta$ it shifts the bands of the two sublattices by opposite momenta $\pm qc/2$. This costs $t''q^2c^2$ per hole, and mixing between the sublattices returns a fraction $1/\lambda$ of it. The net cost is about $t''xq^2(1-1/\lambda)c^2$ per site, of order $x^3$ and near $10^{-5}Jc^2$ at $x=0.02$. It is positive for $\lambda>1$, so the planar spiral lies below the cone, but by a margin small enough that effects left out of the model can decide the outcome.

## What each derivation assumes

The first derivation assumes a planar, uniform spiral. In return it gives the hole band at any $q$, which is why the corrections in $x$ can be read from it. It cannot say whether another texture would do better.

The second allows any texture, but requires the twist and $\psi$ to vary slowly and the hole energy to depend locally on density and polarization. It leaves out the phases of the same-sublattice overlaps, which act on holes like a vector potential in noncoplanar textures. Its lower bound holds within that local energy.

Both assume frozen spins. With $t$ comparable to $J$, quantum fluctuations change $g$, $m^*$ and $\rho_s$. If the dressed holes keep the same pockets and the same form of coupling, which is an assumption here, the formulas hold with the dressed values, and $g=t$ does not.

Both also omit direct hole-hole terms of order $x^2$. One of them comes from the bonds lost to holes. A bond keeps both its spins with probability $1-2x+\langle hh'\rangle$, where $h$ and $h'$ count the holes at its ends. The holes $f$ are spinless fermions, and in the planar spiral $|\langle f^\dagger_{\mathbf r}f_{\mathbf r+a}\rangle|=|D_a|$ at small $x$, so filled pockets have $\langle hh'\rangle=x^2-D_a^2$. With $-J/4$ for each kept bond, the terms of second order in the hole densities are, to first order in this interaction,

$$-\frac J2x^2+\frac J4\mathbf D^2=-\frac J2x^2+\frac J2\sum_vP_v^2 .$$

The first term depends only on the total density and favours phase separation. The second penalizes polarization and raises the threshold from $\lambda=1$ to $1+2JN_0$, which is 1.16 in the worked case. There the $(1,0)$ spiral has $\mathbf D^2=x^2$, so its energy coefficient falls from $+0.66J$ to $+0.41J$. The uniform spiral survives this term but is closer to phase separation, and the boundaries $\lambda=1$ and $\lambda=2$ belong to the model without such terms.

## Numbers as computed

```
exchange J = 1.00 (energy unit), stiffness rho_s = 0.250 J
hoppings t, t', t'' = 1.10, 0.10, 0.25 J
Fock-space check of hole hopping, max error = 2.3e-16 t
texture L=100 pocket k: direct 0.035385 t, formula 0.035385 t, rel. diff. 2.2e-16
texture L=200 pocket k: direct 0.017753 t, formula 0.017753 t, rel. diff. 0.0e+00
texture L=100 generic k: direct -0.080929 t, formula -0.075055 t, rel. diff. 7.8e-02
texture L=200 generic k: direct -0.039048 t, formula -0.037579 t, rel. diff. 3.9e-02
spiral band vs 8x8 diagonalization, max error = 4.0e-15 J
inverse masses = 2.400, 1.600 J
pocket mass m* = 0.5103 1/J
density of states N0 = 0.08122 1/J per site, counted 0.08222
lambda = 1.5724
critical coupling g_c (lambda=1) = 0.8772 J
coupling at lambda=2 = 1.2406 J
slope g/rho_s = 4.400 rad per site per unit doping
lambda=0.8 x=0.010: q/(g x/rho_s) = (0.000, 0.000)
lambda=0.8 x=0.020: q/(g x/rho_s) = (0.002, 0.000)
lambda=1.4 x=0.010: q/(g x/rho_s) = (0.973, 0.002)
lambda=1.4 x=0.020: q/(g x/rho_s) = (0.949, 0.000)
main case x=0.004: formula q = 0.01760, full q_x = 0.01741 rad, ratios (0.9892, 0.0001)
main case x=0.008: formula q = 0.03520, full q_x = 0.03444 rad, ratios (0.9783, 0.0066)
main case x=0.020: formula q = 0.08800, full q_x = 0.08351 rad, ratios (0.9490, 0.0041)
main case x=0.040: formula q = 0.17600, full q_x = 0.15954 rad, ratios (0.9065, 0.0007)
pitch ratio extrapolated to x=0 = 1.0001
x=0.02: spiral period, formula = 71.4 sites
x=0.02: spiral period, full model = 75.2 sites
x=0.02: fraction of holes in the two lowered pockets = 1.0000
energy coefficient of x^2, (1,0): full 0.658, formula 0.658 J
gain over Neel / x^2: full 0.881, formula 0.881 J
lambda=2.6 (t=1.4145 J): extrapolated ratios = (0.999, 0.999)
energy coefficient of x^2, (1,1): full -1.838, formula -1.847 J
x=0.02: cost of canting cos(beta)=0.05 = 2.40e-03 J per site
lowest random-texture energy / x^2 = 0.669 J
```
